# Two-photon absorption in Kane-type band models: scaling, prefactor and peak, part 2

Light with $E_g/2<\hbar\omega<E_g$ loses intensity in a direct-gap semiconductor according to $dI/dz=-\beta I^2$. The algebra is in atomic units ($\hbar=m_0=e=1$, Gaussian fields, $c$ the inverse fine-structure constant), with $\Delta=E_g/2$ and $y=2x=\omega/\Delta$. For two parabolic bands with Kane masses, an estimate gave the scaling and shape, and a derivation also the prefactor, of

$$\beta=K\,\frac{\sqrt{E_p}}{n^2E_g^3}\,F_2(x),\qquad F_2(x)=\frac{(2x-1)^{3/2}}{(2x)^5},\qquad x=\frac{\hbar\omega}{E_g},\qquad K=\frac{2^9\pi}{5c^2}\ \text{(atomic units)},$$

where $n$ is the refractive index, $E_p=2P^2$ the Kane energy, $P$ the interband matrix element and $K=0.03113$ Å fs eV$^{3/2}$.

The Kane model has $|s\rangle$ at $+\Delta$ and three p states at $-\Delta$; the common term $k^2/2$ is dropped. In the basis $(s,p_\parallel)$, with $p_\parallel$ along $\mathbf k$,

$$H=\Delta\sigma_z+Pk\,\sigma_x,\qquad E=\pm\varepsilon,\qquad\varepsilon=\sqrt{\Delta^2+P^2k^2},$$

with $|c\rangle=(u,w)$, $|v\rangle=(-w,u)$ and $2uw=Pk/\varepsilon$. The field $\mathbf A(t)=\mathbf e\,A_0\cos\omega t$, at angle $\theta$ to $\mathbf k$ and with electric amplitude $\mathcal E_0=\omega A_0$, replaces $\mathbf k$ by $\mathbf k+\mathbf A$. The perturbation is $A(t)\,\hat v$,

$$\hat v=P\cos\theta\,\sigma_x+P\sin\theta\,\big(|s\rangle\langle t|+|t\rangle\langle s|\big),$$

where $|t\rangle$ is the p state along the part of $\mathbf e$ perpendicular to $\mathbf k$. The two-band model discards the second term, leaving

$$v_{cv}=P\cos\theta\,\frac{\Delta}{\varepsilon},\qquad v_{cc}=-v_{vv}=\frac{P^2k}{\varepsilon}\cos\theta.$$

The parabolic approximation sets $\varepsilon\to\Delta$ here and takes $E_c-E_v=E_g+k^2/2\mu$, with $1/\mu=2P^2/\Delta$.

To lowest order in $I$, summed over initial bands $i$ if there are several,

$$\beta=2\omega\cdot\frac{\langle a^2\rangle D}{8\pi}\cdot\frac{64\pi^2}{n^2c^2\omega^4}=\frac{16\pi\,\langle a^2\rangle D}{n^2c^2\omega^3},\tag{1}$$

$$a=\sum_m\frac{v_{cm}v_{mi}}{E_i+\omega-E_m}.$$

Here $\langle\cdot\rangle$ averages over directions, and $D=k^2/(dE_{ci}/dk)$ at resonance, $E_{ci}=E_c-E_i=2\omega$. Two bands give $a=-v_{cv}(v_{cc}-v_{vv})/\omega$; if parabolic, $a=-Pk\cos^2\theta/(\mu\omega)$ and $D=\mu k$. The conduction amplitude $c_c$ after time $T$ is driven by $M=(A_0/2)^2a$. The modulation index is $\eta=A_0k/(\mu\omega)$.

### The maximum

At fixed $E_g$, $E_p$ and $n$ the frequency enters only through $F_2$. From $\ln F_2=\tfrac32\ln(2x-1)-5\ln(2x)$,

$$\frac{d\ln F_2}{dx}=\frac{3}{2x-1}-\frac5x=\frac{3x-5(2x-1)}{x(2x-1)}=\frac{5-7x}{x(2x-1)}.$$

The denominator is positive for $x>1/2$, so $F_2$ rises below $x=5/7$ and falls above it. The stationary point is the only one and is the global maximum. There $2x-1=3/7$ and $2x=10/7$, so $F_2^{\max}=(3/7)^{3/2}(7/10)^5=0.04715$. The curvature is

$$\frac{d^2\ln F_2}{dx^2}=-\frac{6}{(2x-1)^2}+\frac{5}{x^2}=-\frac{98}{3}+\frac{49}{5}=-\frac{343}{15}=-22.87.$$

The peak is lopsided. Root bracketing of $F_2=F_2^{\max}/2$ gives $x=0.560$ on the low side and $x=1.14$ on the high side. The second root is only formal, because one-photon absorption sets in at $x=1$, where $F_2=1/32$ is still $0.663$ of the maximum.

Two conditions are attached to the number $5/7$ even within the model. The first is a constant index. If $n$ varies with slope $s=d\ln n/dx$, the peak obeys $d\ln F_2/dx=2s$. Linearising about $5/7$ gives $-(343/15)\,\delta x=2s$, so $\delta x=-30s/343$, and normal dispersion ($s>0$) moves the peak to lower frequency. For $n\propto1+s\,(x-5/7)$ with $s=0.1$ the first-order shift is $-0.0087$, and numerical maximisation of $F_2/n^2$ gives $-0.0083$. The smaller magnitude follows from the next term. The third derivative of $\ln F_2$ is $24/(2x-1)^3-10/x^3=343\,(8/9-2/25)>0$ at the peak, so the slope of $\ln F_2$ grows faster than linearly toward lower $x$ and reaches $2s$ sooner.

The second condition is that $\omega$ is the scanned variable. If $\omega$ is fixed and the gap is varied at constant $E_p$ and $n$, then $1/E_g^3=x^3/\omega^3$ and $\beta\propto x^3F_2\propto(2x-1)^{3/2}/x^2$. Its logarithmic derivative is $3/(2x-1)-2/x=(2-x)/[x(2x-1)]$, positive throughout $1/2<x<1$. At a given laser frequency the parabolic model has no maximum in that range, and its $\beta$ grows as the gap narrows. This too belongs to the parabolic approximation. For the same two bands without it (the function $F_K$ derived below), $x^3F_K\propto(y^2-1)^{3/2}/y^5$ has the logarithmic derivative $(5-2y^2)/[y(y^2-1)]$ and a maximum at $x=\sqrt{5/8}=0.791$.

## Comparison with less truncated models

The estimate and the derivation agree in the scaling, in both exponents and in the peak, since they rest on the same two approximations: constant $v_{cv}$ and $\mu$, and two bands. Each can be removed in closed form.

### The two bands without the parabolic step

The parabolic resonance condition $k^2=2\mu(2\omega-2\Delta)$ with $\mu=\Delta/(2P^2)$ reads $(Pk/\Delta)^2=2(y-1)$. The quantity assumed small is thus $2(2x-1)$, which is $6/7$ at the peak.

It is convenient to put (1) in scaled form. Let $q=Pk/\Delta$, $a=(P^2/\Delta)\,\hat a$ and $D=(\Delta^2/P^3)\,\hat D$, so that $a^2D=P\,\hat a^2\hat D$ and $\omega^3=y^3\Delta^3$. Then $\beta=16\pi P\langle\hat a^2\rangle\hat D/(n^2c^2\Delta^3y^3)$. The reference factor is $K\sqrt{E_p}/(n^2E_g^3)=(512\pi/5c^2)\sqrt2P/(8n^2\Delta^3)=64\sqrt2\,\pi P/(5n^2c^2\Delta^3)$. Defining $F$ as the ratio of the two,

$$F=\frac{5}{4\sqrt2\,y^3}\sum_i\langle\hat a^2\rangle\hat D.\tag{3}$$

The parabolic case has $\hat a=-2q\cos^2\theta/y$, $\hat D=q/2$ and $q^2=2(y-1)$, so $\langle\hat a^2\rangle\hat D=2q^3/(5y^2)$ and $F=q^3/(2\sqrt2\,y^5)=(y-1)^{3/2}/y^5$, which is $F_2$.

With the exact matrix elements, resonance $2\varepsilon=2\omega$ gives $\varepsilon=y\Delta$ and $q^2=y^2-1$. The amplitude is

$$a=-\frac1\omega\cdot\frac{P\Delta\cos\theta}{\omega}\cdot\frac{2P^2k\cos\theta}{\omega}\quad\Rightarrow\quad\hat a=-\frac{2q\cos^2\theta}{y^3}.$$

The slope is $d(2\varepsilon)/dk=2P^2k/\varepsilon$, so $D=k\omega/(2P^2)$ and $\hat D=qy/2$. Then $\langle\hat a^2\rangle\hat D=\tfrac{4q^2}{5y^6}\cdot\tfrac{qy}{2}=2q^3/(5y^5)$, and (3) gives

$$F_K=\frac{(y^2-1)^{3/2}}{2^{3/2}y^8}=F_2\,\frac{[(y+1)/2]^{3/2}}{y^3}.$$

The correction factor has four sources. The interband velocity falls as $1/y$ and the band velocity at given $k$ falls as $1/y$, which together cost $y^{-4}$ in the squared amplitude. The density of states at given $k$ gains a factor $y$. The resonant $k$ is larger by $[(y+1)/2]^{1/2}$, and it enters cubed. Near threshold $\ln(F_K/F_2)=\tfrac32\ln[1+(y-1)/2]-3\ln y\approx(\tfrac34-3)(y-1)$, so relative to $F_2$ the exact two-band result is lower by $\tfrac94(2x-1)$ in leading order. Both functions start as $(2x-1)^{3/2}$ with the same coefficient, and $F_2$ is the threshold asymptote of $F_K$. At $x=5/7$ the ratio is $(17/14)^{3/2}(7/10)^3=0.459$.

The maximum follows from

$$\frac{d\ln F_K}{dy}=\frac{3y}{y^2-1}-\frac8y=\frac{8-5y^2}{y(y^2-1)},$$

which changes sign once, at $y^2=8/5$, that is $x=\sqrt{2/5}=0.632$, with $F_K=(3/5)^{3/2}/[2^{3/2}(8/5)^4]=0.0251$.

### Restoring the transverse valence bands

The discarded term of $\hat v$ couples $|s\rangle$ to $|t\rangle$. The p state perpendicular to both $\mathbf k$ and $\mathbf e$ is coupled to nothing and drops out. Because $|c\rangle$ has s amplitude $u$ and $|v\rangle$ has s amplitude $-w$,

$$v_{ct}=Pu\sin\theta,\qquad v_{tv}=-Pw\sin\theta,\qquad v_{tt}=0,\qquad E_t=-\Delta.$$

Light hole as initial state. Resonance and $\hat D=qy/2$ are as before. The new path $v\to t\to c$ has the denominator $E_v+\omega-E_t=-\omega+\omega+\Delta=\Delta$ and the numerator $-P^2uw\sin^2\theta=-P^3k\sin^2\theta/(2\omega)$. It has the same sign as the two-band terms:

$$\hat a_v=-q\left(\frac{2\cos^2\theta}{y^3}+\frac{\sin^2\theta}{2y}\right).$$

The averages needed are $\langle\cos^4\theta\rangle=1/5$, $\langle\sin^2\theta\cos^2\theta\rangle=\tfrac13-\tfrac15=\tfrac2{15}$ and $\langle\sin^4\theta\rangle=1-\tfrac23+\tfrac15=\tfrac8{15}$. With $\alpha=2/y^3$ and $\gamma=1/(2y)$,

$$\langle\hat a_v^2\rangle=q^2\left(\frac{\alpha^2}{5}+\frac{4\alpha\gamma}{15}+\frac{8\gamma^2}{15}\right),\qquad q^2=y^2-1.$$

Transverse band as initial state. Resonance is $\varepsilon+\Delta=2\omega$, so $\hat\varepsilon=\varepsilon/\Delta=2y-1$ and $q_t^2=\hat\varepsilon^2-1$. The slope is $P^2k/\varepsilon$, so $\hat D=q_t\hat\varepsilon$. The path through $c$ has denominator $-\omega$ and numerator $v_{cc}v_{ct}$. The path through $v$ has denominator $-\Delta+\omega+\varepsilon=3\omega-2\Delta$ and numerator $v_{cv}v_{vt}$, which is negative. Both terms are negative:

$$\hat a_t=-\frac{\sin\theta\cos\theta}{\hat\varepsilon}\left(\frac{u\,q_t}{y}+\frac{w}{3y-2}\right),\qquad u^2,\,w^2=\frac{\hat\varepsilon\pm1}{2\hat\varepsilon},$$

and $\langle\hat a_t^2\rangle$ carries the average $2/15$. The sum of the two contributions in (3) defines $F_4$.

At threshold, $y\to1$, let $q^2=2(y-1)$, for which the two-band value of $\langle\hat a^2\rangle\hat D$ is $2q^3/5$. The light hole has $\alpha=2$, $\gamma=1/2$, so the bracket is $\tfrac45+\tfrac4{15}+\tfrac2{15}=\tfrac65$, and with $\hat D=q/2$ it gives $3q^3/5$, or $3/2$ times the two-band value. The transverse band has $q_t^2\approx2(\hat\varepsilon-1)=4(y-1)=2q^2$, $u\to1$ and $w^2\approx(\hat\varepsilon-1)/2=q_t^2/4$. The bracket is $q_t+q_t/2$, so $\langle\hat a_t^2\rangle\hat D=\tfrac94\cdot\tfrac2{15}\,q_t^3=\tfrac3{10}\,2^{3/2}q^3=\tfrac{3\sqrt2}{5}q^3$, or $3\sqrt2/2$ times the two-band value. Together,

$$\frac{F_4}{F_2}\to\frac32\big(1+\sqrt2\big)=3.621\qquad(x\to\tfrac12).$$

A direct evaluation of (1) at $x=0.5001$, with numerically diagonalised four-band states, gives $3.619$. The dropped bands therefore enter at the same order in $k$ as the terms kept, and $K$ is not the leading term of an expansion of the four-band problem. Every amplitude is still linear in $k$, so the exponent $3/2$ survives, and no new parameter has entered, so the scaling survives too. Numerical maximisation of the closed form puts the peak of $F_4$ at $x=0.665$ with $F_4=0.101$.

The transverse bands of this model have no curvature from the s-p coupling. In a crystal the heavy-hole mass comes from remote bands, and spin-orbit coupling splits the p manifold. Both bring in parameters other than $E_g$ and $E_p$, after which the scaling argument is no longer exact. The function $F_4$ measures the sensitivity to the truncation and is not a prediction for a material.

| $x$ | $F_2$ | $F_K$ | $F_4$ |
|---|---|---|---|
| 0.55 | 0.0196 | 0.0159 | 0.0574 |
| 0.60 | 0.0359 | 0.0240 | 0.0908 |
| 0.65 | 0.0443 | 0.0248 | 0.1008 |
| 5/7 | 0.0472 | 0.0216 | 0.0981 |
| 0.80 | 0.0443 | 0.0160 | 0.0861 |
| 0.90 | 0.0379 | 0.0108 | 0.0714 |

All three rise from zero at $x=1/2$ and have a broad maximum between $0.63$ and $0.72$, while the peak heights run from $0.025$ to $0.101$, a factor of four.

### The same two-band Hamiltonians under a pulse

The steps from the Schrödinger equation to (1) assume a monochromatic field and lowest order. Both two-band models can be solved without these assumptions. At each $k$ and $\theta$ the Hamiltonian is $h_z\sigma_z+h_x\sigma_x$. For parabolic bands $h_z=\tfrac12[E_g+k^2/2\mu+A(t)k\cos\theta/\mu]$ and $h_x=PA(t)\cos\theta$. For the exact bands $h_z=\Delta$ and $h_x=P[k+A(t)\cos\theta]$. Take $A(t)=A_0e^{-t^2/\tau^2}\cos\omega t$ with $\tau=100/E_g$ and $PA_0/E_g=0.005$, start in the lower field-free eigenstate, advance in short time steps with the exact exponential of the midpoint Hamiltonian, and project on the upper eigenstate at the end. Gauss-Legendre quadrature over $\cos\theta$ and over a window of $k$ around the resonance gives the excited density $N$, spin included. Energy balance reads $2\omega N=\beta\int I^2dt$, with $\int I^2dt=I_0^2\int e^{-4t^2/\tau^2}dt=I_0^2\,\tau\sqrt\pi/2$, and dividing $\beta$ by $K\sqrt{E_p}/(n^2E_g^3)$ gives a value of $F$.

For $E_g=1.5$ eV and $E_p=20$ eV the parabolic Hamiltonian gives $F=0.03595$, $0.04715$ and $0.04124$ at $x=0.6$, $5/7$ and $0.85$, where $F_2=0.03595$, $0.04715$ and $0.04125$. The exact two-band Hamiltonian gives $0.02396$, $0.02163$ and $0.01317$, where $F_K=0.02400$, $0.02164$ and $0.01317$. Changing to $E_g=0.75$ eV and $E_p=25$ eV at $x=5/7$ returns $0.04715$ and $0.02163$, which checks only the bookkeeping of units: with $\tau E_g$ and $PA_0/E_g$ held fixed, the scaled Hamiltonian is the same for both parameter sets. The largest excitation probability of any state is $2.9\times10^{-6}$, so there is no saturation. The largest deviation, about $0.2\%$ of $F_K$ at $x=0.6$, occurs at the frequency nearest threshold. Its origin is not analysed here. At this amplitude the perturbative steps cost far less than the choice of band model does.

## Worked example

Take round model parameters $E_g=1.5$ eV, $E_p=20$ eV, $n=3$ and a field amplitude $\mathcal E_0=0.01$ V/Å inside the medium, at $x=5/7$.

Without the free-electron term the masses are $m_c=m_v=1.5/20=0.075\,m_0$, and $\mu=0.0375\,m_0$. The coupling in the units of a band slope is $\hbar P/m_0=\sqrt{\hbar^2E_p/2m_0}=8.729$ eV Å. The photon energy is $\tfrac57\times1.5=1.0714$ eV, and the pair is created with excess energy $2\times1.0714-1.5=0.643$ eV. From $(Pk/\Delta)^2=2(2x-1)$ with $\Delta=E_g/2$,

$$k=\frac{(1.5/2)\sqrt{2\times0.4286}}{8.729}=0.0795\ \text{Å}^{-1},$$

whereas the exact bands put the resonance at $\sqrt{1.0714^2-(1.5/2)^2}/8.729=0.0877$ Å$^{-1}$.

The material factor is

$$\frac{K\sqrt{E_p}}{n^2E_g^3}=\frac{0.03113\times\sqrt{20}}{3^2\times1.5^3}=4.583\times10^{-3}\ \text{Å fs/eV},$$

and the peak value is $\beta=4.583\times10^{-3}\times0.04715=2.161\times10^{-4}$ Å fs/eV, or $13.5$ cm/GW. The exact two-band model has its peak at $0.949$ eV with $\beta=4.583\times10^{-3}\times0.02507=1.149\times10^{-4}$ Å fs/eV ($7.2$ cm/GW). The four-band model has it at $0.997$ eV with $\beta=4.583\times10^{-3}\times0.1012=4.64\times10^{-4}$ Å fs/eV ($29$ cm/GW). As a statement about a crystal with these parameters, the models support a peak near 1 eV and a magnitude of order ten cm/GW, and no finer digit.

The intensity $nc\mathcal E_0^2/8\pi$, which is $\tfrac12nc\epsilon_0\mathcal E_0^2$ in SI form, equals $2.485\times10^{-3}$ eV/(fs Å$^2$). Separating variables in $dI/dz=-\beta I^2$ gives $1/I(z)=1/I_0+\beta z$, so the intensity halves after

$$z=\frac1{\beta I_0}=\frac{1}{2.161\times10^{-4}\times2.485\times10^{-3}}=1.86\times10^6\ \text{Å},$$

provided no other loss acts.

Lowest order in $I$ requires two small numbers. The interband coupling relative to the photon energy, with $A_0=\mathcal E_0/\omega$, is $PA_0/\omega=8.729\times0.01/1.0714^2=0.076$. The modulation index, with $1/\mu=4P^2/E_g$, is $\eta=(4Pk/E_g)(PA_0/\omega)=4\times8.729\times0.0795\times0.076/1.5=0.14$. Reversing the sign of $A_0$ only shifts the phase of the wave by half a period, so the rate is even in $A_0$ and the corrections relative to $\beta$ are of the order of the squares of these numbers, up to coefficients not computed here. Both parameters grow linearly with the field, and at ten times this field $\eta$ exceeds one, so the lowest-order argument for the quadratic law in $I$ no longer holds; the size of the departure there is not computed here. These estimates also assume that the resonant states stay nearly empty. On resonance $|c_c|^2=|M|^2T^2$, and at $\theta=0$ $|M|=\omega\,\eta\,(PA_0/\omega)/4=1.0714\times0.14\times0.076/4\approx0.003$ eV, so at this field the rate formula holds only for exposure times well below $\hbar/|M|\approx0.2$ ps, or if scattering removes carriers from the resonant states faster than that.

The neglect of the electron-hole attraction sets a separate limit. The resonant pair has kinetic energy $E_g(2x-1)$, and free-pair states are a fair description only when this is large compared with the exciton binding energy $E_b$. The approach is slow. The standard hydrogenic enhancement of a p-wave pair continuum, quoted here without derivation and for the final state alone, exceeds one by about $\pi\sqrt{E_b/[E_g(2x-1)]}$ at large ratio, so a kinetic energy of one hundred binding energies still leaves a correction of tens of percent. That condition fails as $x\to1/2$, where bound exciton states appear below $2\omega=E_g$ and the continuum amplitude is altered. The parabolic step is accurate only near threshold and the independent-electron step only away from it, so the literal law $(2x-1)^{3/2}$ has a window only when the exciton binding energy is very much smaller than the gap.
